# The Simple Coulombic Correction for Neglected Small-Component Repulsion: verification in Python

```python
"""Simple Coulombic correction for omitted small-small repulsion.

Result under test: if the two-electron integrals (SS|SS) over small
components are dropped, two neutral atoms A and B at distance R attract
each other spuriously with energy -q_A q_B / R (atomic units). Here q is the
number of electrons in the small component of the free atom. Adding
+q_A q_B / R repairs this. Also tested: q = -E/(2 c^2), with E the total
energy without rest energy, and E(u) = E(0) - u q when a constant potential
energy -u acts on the small component only.
Atomic units: hbar = m = e = 1, c = speed of light = 1/alpha.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, lib
from pyscf.scf import dhf

C = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- radial Dirac atom on a staggered logarithmic grid ----------
SITES = 3000
x = np.linspace(np.log(2e-6), np.log(40.0), SITES)
r = np.exp(x)
dx = x[1] - x[0]
# Large and small components live on alternate sites; this kernel spreads
# their squared amplitudes over all sites and conserves the charge.
SPREAD = np.array([-1, 0, 9, 16, 9, 0, -1]) / 32.0


def radial_levels(kappa, potential, count, shift=0.0):
    """Lowest electron states; energies exclude the rest energy."""
    even = np.arange(SITES) % 2 == 0
    large = even if kappa < 0 else ~even
    diagonal = potential - np.where(large, 0.0, 2 * C**2 + shift)
    step_sign = np.where(large[:-1], -1.0, 1.0)
    coupling = C * (kappa / 2 + step_sign / (2 * dx))
    coupling = coupling / np.sqrt(r[:-1] * r[1:])
    first = SITES // 2
    energies, vectors = eigh_tridiagonal(
        diagonal, coupling, select="i",
        select_range=(first, first + count - 1), tol=1e-7)
    weights = vectors**2
    return energies, weights * large[:, None], weights * (~large)[:, None]


def coulomb_potential(charge):
    """Potential of spherical shells carrying the given charges."""
    outer = charge / r
    return np.cumsum(charge) / r + outer.sum() - np.cumsum(outer)


def atom(z, occupations, shift=0.0):
    """Self-consistent Dirac atom with local exchange only."""
    scaled = r * z**(1 / 3) / 0.8853
    screening = (z - np.maximum(z / (1 + 0.53 * scaled)**2, 1.0)) / r
    for _ in range(100):
        band = 0.0
        raw_large, raw_small = np.zeros(SITES), np.zeros(SITES)
        for kappa, occ in occupations.items():
            energies, w_l, w_s = radial_levels(
                kappa, screening - z / r, len(occ), shift)
            band += energies @ np.array(occ)
            raw_large += w_l @ np.array(occ)
            raw_small += w_s @ np.array(occ)
        small = np.convolve(raw_small, SPREAD, "same")
        total = small + np.convolve(raw_large, SPREAD, "same")
        density = np.maximum(total, 0) / (4 * np.pi * r**3 * dx)
        exchange = -np.cbrt(3 * density / np.pi)
        hartree = coulomb_potential(total)
        energy = (band - (raw_large + raw_small) @ screening
                  + 0.5 * total @ hartree + 0.75 * total @ exchange)
        change = hartree + exchange - screening
        residual = np.max(np.abs(r * change))
        if residual < 1e-5:
            break
        screening = screening + 0.3 * change
    assert residual < 1e-3, residual
    return energy, raw_small.sum(), small


# Solver check: hydrogen-like ion with the nuclear charge of tungsten.
Z_W, Z_F = 74, 9
gamma = np.sqrt(1 - (Z_W / C)**2)
e_ion, _, ion_small = radial_levels(-1, -Z_W / r, 1)
q_ion = ion_small.sum()
assert abs(e_ion[0] / (C**2 * (gamma - 1)) - 1) < 5e-4
assert abs(q_ion / ((1 - gamma) / 2) - 1) < 1e-3

occ_f = {-1: [2, 2], 1: [5 / 3], -2: [10 / 3]}
occ_w = {-1: [2] * 6, 1: [2] * 4, -2: [4] * 4, 2: [4, 4, 1.6],
         -3: [6, 6, 2.4], 3: [6], -4: [8]}
e_f, q_f, small_f = atom(Z_F, occ_f)
e_w, q_w, small_w = atom(Z_W, occ_w)
for energy, charge in ((e_f, q_f), (e_w, q_w)):
    assert abs(-energy / (2 * C**2) / charge - 1) < 1e-3

# A large constant shift on the small component alone: linear response.
U = 2000.0
e_shift, q_shift, _ = atom(Z_F, occ_f, U)
assert abs((e_f - e_shift) / (U * q_f) - 1) < 1e-3
assert abs(q_shift / q_f - 1) < 1e-3


def small_small_repulsion(charge, distance):
    """Coulomb energy of two equal spherical clouds by quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(48)
    s = np.sqrt(distance**2 + r[:, None]**2
                + 2 * distance * r[:, None] * nodes)
    potential = np.interp(np.log(s), x, r * coulomb_potential(charge)) / s
    return charge @ (potential @ weights) / 2


DISTANCES = (3.0, 5.0, 10.0)
cloud = [small_small_repulsion(small_w, d) for d in DISTANCES]
for d, value in zip(DISTANCES, cloud):
    assert abs(value * d / q_w**2 - 1) < 1e-3

# ---------- two-centre four-component Hartree-Fock test ----------
C_MODEL = 20.0
lib.param.LIGHT_SPEED = C_MODEL
EXPONENTS = [0.06 * 3.4**k for k in range(8)]


def beryllium(positions):
    return gto.M(atom=[["Be", (0, 0, z)] for z in positions], unit="Bohr",
                 basis={"Be": [[0, [a, 1.0]] for a in EXPONENTS]}, verbose=0)


def four_component_scf(mol, level, dm=None):
    """level 'SSSS' keeps every integral class, 'SSLL' drops (SS|SS)."""
    h, s = dhf.get_hcore(mol), dhf.get_ovlp(mol)
    half = len(h) // 2

    def occupy(fock):
        vectors = eigh(fock, s)[1][:, half:half + mol.nelectron]
        return vectors @ vectors.conj().T

    dm = occupy(h) if dm is None else dm
    focks, errors = [], []
    for _ in range(50):
        vj, vk = dhf.get_jk_coulomb(mol, dm, 1, level)
        fock = h + vj - vk
        energy = 0.5 * np.trace((h + fock) @ dm).real + mol.energy_nuc()
        error = fock @ dm @ s
        error = error - error.conj().T
        size = np.max(np.abs(error))
        if size < 1e-6:
            break
        focks, errors = (focks + [fock])[-8:], (errors + [error])[-8:]
        n = len(focks)
        b = np.array([[np.vdot(p, q).real for q in errors] for p in errors])
        system = np.ones((n + 1, n + 1))
        system[:n, :n] = b / b.max()
        system[n, n] = 0.0
        rhs = np.zeros(n + 1)
        rhs[n] = 1.0
        mix = np.linalg.lstsq(system, rhs, rcond=None)[0][:n]
        dm = occupy(sum(m * f for m, f in zip(mix, focks)))
    assert size < 1e-5, size
    charge = np.trace(dm[half:, half:] @ s[half:, half:]).real
    return energy, charge, dm


single = beryllium([0.0])
e_full, q_full, dm_full = four_component_scf(single, "SSSS")
e_drop, q_drop, _ = four_component_scf(single, "SSLL", dm_full)
assert abs(-e_full / (2 * C_MODEL**2) / q_full - 1) < 3e-3
assert abs(-e_drop / (2 * C_MODEL**2) / q_drop - 1) < 3e-3

n_spinor = len(dm_full) // 2
blocks = dm_full.reshape(2, n_spinor, 2, n_spinor)
dm_pair = np.einsum("piqj,ab->paiqbj", blocks, np.eye(2))
dm_pair = np.ascontiguousarray(dm_pair.reshape(4 * n_spinor, 4 * n_spinor))
pair_rows = []
for distance in (10.0, 15.0):
    pair = beryllium([0.0, distance])
    full, _, dm_start = four_component_scf(pair, "SSSS", dm_pair)
    drop, _, _ = four_component_scf(pair, "SSLL", dm_start)
    interaction_full = full - 2 * e_full
    interaction_drop = drop - 2 * e_drop
    spurious = interaction_drop - interaction_full
    predicted = -q_drop**2 / distance
    assert abs(spurious / predicted - 1) < 1e-2, (spurious, predicted)
    pair_rows.append((distance, interaction_full, interaction_drop,
                      spurious, predicted))

# ---------- printed results ----------
print(f"speed of light c = {C:.6f} a.u.")
print(f"2 m c^2 = {2 * C**2:.3f} hartree")
print("Hydrogen-like ion, Z = 74, 1s state")
print(f"  energy, grid = {e_ion[0]:.3f} hartree")
print(f"  energy, formula = {C**2 * (gamma - 1):.3f} hartree")
print(f"  small charge, grid = {q_ion:.6f} electrons")
print(f"  small charge, formula = {(1 - gamma) / 2:.6f} electrons")
print("Neutral atoms, Dirac equation with local exchange only")
for name, energy, charge in (("F", e_f, q_f), ("W", e_w, q_w)):
    print(f"  {name}: total energy E = {energy:.3f} hartree")
    print(f"  {name}: small charge q, integrated = {charge:.6f} electrons")
    print(f"  {name}: -E/(2mc^2) = {-energy / (2 * C**2):.6f} electrons")
print(f"F atom with shift u = {U:.0f} hartree on small component")
print(f"  energy lowering, computed = {e_f - e_shift:.5f} hartree")
print(f"  energy lowering, u*q = {U * q_f:.5f} hartree")
print(f"  small charge with shift = {q_shift:.6f} electrons")
print("Two W atoms: small-small repulsion, cloud and point charges")
for d, value in zip(DISTANCES, cloud):
    print(f"  R = {d:.1f} bohr: cloud {value:.7f}, "
          f"point {q_w**2 / d:.7f} hartree")
    print(f"    relative penetration error = {1 - value * d / q_w**2:.2e}")
R_EX = DISTANCES[1]
print(f"Spurious attraction at R = {R_EX:.1f} bohr")
for name, charge in (("F", q_f), ("W", q_w)):
    value = -charge**2 / R_EX
    print(f"  {name} pair: energy = {value:.4e} hartree"
          f" = {value * HARTREE_EV:.4e} eV")
    print(f"  {name} pair: inward force = {-value / R_EX:.4e} hartree/bohr")
print(f"Be test, four-component Hartree-Fock, c = {C_MODEL:.0f} a.u.")
print(f"  atom energy, all integrals = {e_full:.6f} hartree")
print(f"  atom energy, no (SS|SS) = {e_drop:.6f} hartree")
print(f"  small charge, all integrals = {q_full:.6f} electrons")
print(f"  small charge, no (SS|SS) = {q_drop:.6f} electrons")
for distance, i_full, i_drop, spurious, predicted in pair_rows:
    print(f"  R = {distance:.0f} bohr, interaction energies in hartree:")
    print(f"    all integrals = {i_full:.4e}, no (SS|SS) = {i_drop:.4e}")
    print(f"    difference = {spurious:.5e}, -q^2/R = {predicted:.5e}")
    print(f"    left after correction = {spurious - predicted:.1e}")
print("checks complete")
```

It prints:

```
speed of light c = 137.035999 a.u.
2 m c^2 = 37557.730 hartree
Hydrogen-like ion, Z = 74, 1s state
  energy, grid = -2973.440 hartree
  energy, formula = -2973.401 hartree
  small charge, grid = 0.079170 electrons
  small charge, formula = 0.079169 electrons
Neutral atoms, Dirac equation with local exchange only
  F: total energy E = -98.550 hartree
  F: small charge q, integrated = 0.002624 electrons
  F: -E/(2mc^2) = 0.002624 electrons
  W: total energy E = -16149.272 hartree
  W: small charge q, integrated = 0.429985 electrons
  W: -E/(2mc^2) = 0.429985 electrons
F atom with shift u = 2000 hartree on small component
  energy lowering, computed = 5.24793 hartree
  energy lowering, u*q = 5.24793 hartree
  small charge with shift = 0.002624 electrons
Two W atoms: small-small repulsion, cloud and point charges
  R = 3.0 bohr: cloud 0.0616281, point 0.0616290 hartree
    relative penetration error = 1.49e-05
  R = 5.0 bohr: cloud 0.0369774, point 0.0369774 hartree
    relative penetration error = 1.14e-06
  R = 10.0 bohr: cloud 0.0184887, point 0.0184887 hartree
    relative penetration error = 1.94e-09
Spurious attraction at R = 5.0 bohr
  F pair: energy = -1.3770e-06 hartree = -3.7471e-05 eV
  F pair: inward force = 2.7541e-07 hartree/bohr
  W pair: energy = -3.6977e-02 hartree = -1.0062e+00 eV
  W pair: inward force = 7.3955e-03 hartree/bohr
Be test, four-component Hartree-Fock, c = 20 a.u.
  atom energy, all integrals = -14.696749 hartree
  atom energy, no (SS|SS) = -14.696944 hartree
  small charge, all integrals = 0.018334 electrons
  small charge, no (SS|SS) = 0.018334 electrons
  R = 10 bohr, interaction energies in hartree:
    all integrals = 7.5157e-05, no (SS|SS) = 4.1527e-05
    difference = -3.36300e-05, -q^2/R = -3.36139e-05
    left after correction = -1.6e-08
  R = 15 bohr, interaction energies in hartree:
    all integrals = -9.2980e-08, no (SS|SS) = -2.2502e-05
    difference = -2.24092e-05, -q^2/R = -2.24092e-05
    left after correction = 3.9e-12
checks complete
```
